\section*{Why electron temperature overshoots when a pulsed plasma is switched on}

\section*{The electron budget}

\textsc{Q.} I pulse the power to a low-pressure plasma. Just after turn-on, the electron temperature shoots well above its steady value and then comes back down, although the absorbed power is constant. What sets the steady value in the first place?

\textsc{A.} Particle balance does. Take a uniform plasma in an atomic gas of fixed density $N$, with electrons and one kind of positive ion, both of density $n$. I use atomic units in the algebra and measure temperature $T$ as an energy, so the electron mass is 1 and the ion mass is $M$. The electrons are assumed Maxwellian, and ionization happens in a single collision from the ground state.

For the ionization cross section I take $\sigma(E)=\sigma_i(1-\varepsilon_i/E)$ above the threshold $\varepsilon_i$. The Maxwellian energy distribution is $2\pi^{-1/2}T^{-3/2}\sqrt{E}\,e^{-E/T}$ and the speed is $\sqrt{2E}$, so the ionization rate per electron is
\begin{align}
\nu_i&=N\sigma_i\sqrt{\frac{8}{\pi}}\,T^{-3/2}\int_{\varepsilon_i}^{\infty}(E-\varepsilon_i)e^{-E/T}\,dE\nonumber\\
&=N\sigma_i\sqrt{\frac{8T}{\pi}}\,e^{-\varepsilon_i/T},
\end{align}
because the integral equals $T^2e^{-\varepsilon_i/T}$. Ions reach the sheath edge at the Bohm speed $\sqrt{T/M}$. If $d$ is the plasma volume divided by the effective wall area, which includes the density drop towards the edge, the loss rate is $\nu_L=\sqrt{T/M}/d$. Then
\begin{equation}
\frac{dn}{dt}=nG(T),\qquad G=\nu_i-\nu_L .
\end{equation}
Both rates contain $\sqrt T$, which cancels when they are set equal:
\begin{equation}
e^{\varepsilon_i/T_*}=N\sigma_i d\sqrt{\frac{8M}{\pi}},\qquad
T_*=\frac{\varepsilon_i}{\ln\!\left[N\sigma_i d\sqrt{8M/\pi}\right]} .
\end{equation}
The logarithm must be positive for a steady state to exist. Below $T_*$ the density falls, and above it the density grows. The power does not appear in $T_*$.

\textsc{Q.} Then what does the power do?

\textsc{A.} In the steady state it fixes the density. To see this we need the energy that electrons lose. An ionization costs $\varepsilon_i$. An excitation costs $\varepsilon_x$ and has a rate $\nu_x$ of the same form as $\nu_i$, with its own $\sigma_x$ and threshold. Isotropic elastic scattering from a cold atom costs $2E/M$ on average, which gives the small loss
\begin{equation}
Q=N\sigma_{el}\sqrt{\frac8\pi}\,T^{-3/2}\,\frac2M\int_0^\infty E^2e^{-E/T}dE
=\frac{4N\sigma_{el}}{M}\sqrt{\frac{8T}{\pi}}\,T .
\end{equation}

At a floating wall the electron and ion fluxes are equal. With a sheath drop $V$, and the common edge density cancelled,
\begin{equation}
\frac14\sqrt{\frac{8T}{\pi}}\,e^{-V/T}=\sqrt{\frac TM}
\quad\Rightarrow\quad V=\frac T2\ln\frac{M}{2\pi}.
\end{equation}
An escaping electron arrives with mean energy $2T$: $T$ in the motion towards the wall and $T/2$ in each transverse direction. It has also climbed $V$ and the presheath drop $T/2$ that gives ions their Bohm speed. Each lost pair therefore removes $\varepsilon_w=5T/2+V$.

The electron energy density is $3nT/2$. With absorbed power density $P$,
\begin{equation}
\frac{d}{dt}\left(\frac32nT\right)=P-n\left(\nu_i\varepsilon_i+\nu_x\varepsilon_x+Q+\nu_L\varepsilon_w\right).
\end{equation}
The left side is $\frac32n\,dT/dt+\frac32Tn(\nu_i-\nu_L)$. Moving its second term to the right and dividing by $n$ gives
\begin{align}
\frac32\frac{dT}{dt}&=\frac Pn-L(T),\label{eq:T}\\
L&=\nu_i\left(\varepsilon_i+\tfrac32T\right)+\nu_x\varepsilon_x+Q+\nu_L\left(\varepsilon_w-\tfrac32T\right).\nonumber
\end{align}
The $\frac32T$ beside $\varepsilon_i$ is the cost of warming a newborn electron to the temperature of the others. Every term of $L$ rises with $T$; in the last one, $\varepsilon_w-\frac32T=T+V$ is positive for any real ion mass. The steady density is $n_*=P/L(T_*)$.

\section*{Turn-on}

\textsc{Q.} My plasma starts with a few cold electrons left from the previous pulse. Must their temperature overshoot?

\textsc{A.} In this model it must if the residual density $n_0$ is below $n_*$ and the initial temperature $T_0$ is below $T_*$. As long as $T<T_*$, $G$ is negative and $n$ cannot exceed $n_0$. Hence $P/n\ge P/n_0$, while $L(T)<L(T_*)$, and
\begin{equation}
\frac32\frac{dT}{dt}>\frac P{n_0}-L(T_*)>0 .
\end{equation}
The last inequality is the condition $n_0<n_*$. Integrating from $T_0$ to $T_*$ bounds the arrival time:
\begin{equation}
t_*<\frac{\frac32(T_*-T_0)}{P/n_0-L(T_*)} .
\label{eq:bound}
\end{equation}
On arrival, $\frac32dT/dt=P/n-L(T_*)$ is still positive, so $T$ passes through $T_*$. The electrons have reached the temperature at which ionization balances loss, but there are too few of them to dissipate the power at that temperature.

\textsc{Q.} What stops the rise?

\textsc{A.} Two things: the loss per electron increases steeply, and new electrons dilute the power. The rise cannot continue indefinitely. Above $T_*$ a rising temperature would keep $G$ positive and growing, so $n$ would increase without limit and $P/n$ would drop below $L(T_*)$, which contradicts a rising $T$. At the stationary point,
\begin{equation}
L(T_{pk})=\frac{P}{n_{pk}},\qquad
\frac{L(T_{pk})}{L(T_*)}=\frac{n_*}{n_{pk}} .
\label{eq:peak}
\end{equation}
Differentiating (\ref{eq:T}) there, with $dT/dt=0$, gives $\frac32d^2T/dt^2=-(P/n)G<0$. Every stationary point above $T_*$ is thus a maximum, so one excursion above $T_*$ has a single peak.

If the density were held at its minimum $n_{min}$, reached at the crossing, by removing surplus electrons at the temperature of the others, the temperature would climb to a ceiling $T_c$ defined by $L(T_c)=P/n_{min}$. The real peak is lower because some ionization has already occurred.

\textsc{Q.} Does doubling the power make the peak higher?

\textsc{A.} It does at fixed $n_0$, because $n_*$ doubles and the starting deficit is larger. If $n_0$ doubles too, nothing happens to $T(t)$. Put $y=n/n_*$ and use $P=n_*L(T_*)$:
\begin{equation}
\frac{dy}{dt}=yG(T),\qquad \frac32\frac{dT}{dt}=\frac{L(T_*)}{y}-L(T).
\end{equation}
For a given gas and chamber, only $n_0/n_*$ and $T_0$ remain.

\section*{A numerical case}

\textsc{Q.} How large and how fast is this in practice?

\textsc{A.} Take a model gas with $\varepsilon_i=16$ eV, $\varepsilon_x=12$ eV, and $\sigma_i$, $\sigma_x$, $\sigma_{el}$ equal to 3, 1 and 10 \AA$^2$. Let $M=70000$, $N=5\times10^{-10}$ \AA$^{-3}$ and $d=5\times10^8$ \AA. Then $N\sigma_id=0.75$, $\sqrt{8M/\pi}=422$, and
\begin{equation}
T_*=\frac{16\ \text{eV}}{\ln(0.75\times422)}=2.78\ \text{eV}.
\end{equation}
The wall-loss rate is $0.0528\ \mu\text{s}^{-1}$. In the steady state one pair costs 16 eV for ionization, 16.9 eV for the accompanying excitations, $7.16\,T_*=19.9$ eV at the wall and about 0.2 eV in elastic recoil, or 52.9 eV in all. The steady loss per electron is therefore $0.0528\times52.9=2.80$ eV/$\mu$s.

Let the power density be $P=3\times10^{-13}$ eV \AA$^{-3}$ $\mu$s$^{-1}$. Division by 2.80 eV/$\mu$s gives $n_*=1.07\times10^{-13}$ \AA$^{-3}$, which is $1.07\times10^{11}$ cm$^{-3}$. Start with $n_0=5\times10^{-15}$ \AA$^{-3}$, 4.7\% of $n_*$, and $T_0=0.1$ eV. Each residual electron now receives $P/n_0=60$ eV/$\mu$s, about 21 times what it can dissipate at $T_*$.

With losses neglected, $T\approx T_0+\frac23(P/n_0)t$, and $T_*$ is reached after
\begin{equation}
\frac{1.5\times(2.78-0.10)}{60}\ \mu\text{s}=0.067\ \mu\text{s}.
\end{equation}
Adaptive numerical integration of the particle and energy balances gives 0.068 $\mu$s, and the bound (\ref{eq:bound}) is 0.070 $\mu$s. By then 98.8\% of the absorbed energy is stored as heat, and wall loss has lowered the density by only 0.2\%.

The integrated temperature peaks at 5.73 eV ($6.7\times10^4$ K), 2.06 times $T_*$, at 0.26 $\mu$s. The density has grown by just 18\%. The ceiling, found by solving $L(T_c)=P/n_{min}$ numerically, is 6.05 eV.

\textsc{Q.} Why does a twentyfold excess of power per electron only double the temperature?

\textsc{A.} Ionization is very sensitive to temperature. Write $L=\nu_i\varepsilon_c$, where $\varepsilon_c$ is the total loss per ionization event. At the peak $\nu_i=1.476\ \mu\text{s}^{-1}$ and $L=18.1\times2.80=50.7$ eV/$\mu$s, so $\varepsilon_c=34.3$ eV, compared with 52.9 eV in the steady state. The ratio in (\ref{eq:peak}) then splits into three factors:
\begin{align}
\frac{n_*}{n_{pk}}&=\sqrt{\frac{T_{pk}}{T_*}}\;
\exp\!\left[\varepsilon_i\left(\frac1{T_*}-\frac1{T_{pk}}\right)\right]
\frac{\varepsilon_c(T_{pk})}{\varepsilon_c(T_*)}\nonumber\\
&\approx1.44\times19.4\times0.65\approx18 .
\end{align}
The exponential does most of the work. At the peak, ionizing atoms and warming the newborn electrons takes 72\% of the loss, excitation takes 23\%, and the walls and elastic recoil take the rest.

The spike is hot but holds little energy. The stored energy density scales as $nT$, and its ratio to the steady value is $2.06/18.1=0.11$.

\section*{Recovery}

\textsc{Q.} If ionization is so strong at the peak, why does the temperature take so long to settle?

\textsc{A.} The density must still grow eighteenfold, and its growth slows as $T$ falls. After the peak, temperature adjusts faster than density, so $T$ nearly follows the value $T(n)$ that solves $L(T)=P/n$. The time needed to go from $n_{pk}$ to $0.9n_*$ is then approximately
\begin{equation}
t_{rec}\approx\int_{n_{pk}}^{0.9n_*}\frac{dn}{nG(T(n))} .
\end{equation}
Numerical quadrature gives 30.9 $\mu$s, and the full integration gives 30.0 $\mu$s. The sign of the difference follows from (\ref{eq:T}): while $T$ falls, $L(T)>P/n$, so the true $T$ lies above $T(n)$ and ionization is slightly faster than the estimate assumes.

Near the end, set $n=n_*(1+a)$ and $T=T_*+\theta$. To first order,
\begin{equation}
\frac{da}{dt}=G'\theta,\qquad
\frac32\frac{d\theta}{dt}=-L(T_*)a-L'\theta ,
\end{equation}
with derivatives taken at $T_*$. For solutions proportional to $e^{\lambda t}$, the first equation gives $a=G'\theta/\lambda$. Inserting this in the second and multiplying by $2\lambda/3$ gives
\begin{equation}
\lambda^2+\frac23L'\lambda+\frac23L(T_*)G'=0 .
\end{equation}
The roots are real and negative when $L'^2>6L(T_*)G'$. Here they correspond to relaxation times of 0.34 and 14.3 $\mu$s. The short one is the adjustment of temperature at nearly fixed density; the long one is the approach of density to $n_*$. There is no ringing, and the computed temperature returns to $T_*$ from above.

\section*{Cause and limits}

\textsc{Q.} How can I be sure that the small population is the cause, and not the sudden switching?

\textsc{A.} Change one ingredient at a time in the model. First, keep the switching sudden but hold the power per electron at $L(T_*)$. Equation (\ref{eq:T}) becomes $\frac32dT/dt=L(T_*)-L(T)$, which vanishes at $T_*$, so the temperature approaches $T_*$ from below and cannot cross it. Second, keep the total power constant but start with $n_0=2n_*$. The integration again shows no overshoot. Sudden switching alone is therefore not enough.

Third, restore the original start but hold $n$ at $n_0$: surplus newborn electrons are removed while still cold, and any net wall loss is made up with cold electrons. The temperature then rises to 6.72 eV and stays there. This exceeds the 6.05 eV ceiling because the removed electrons are never warmed. The fall after the peak thus needs the growth of the population.

\textsc{Q.} Can I reduce the spike?

\textsc{A.} Leave more electrons at turn-on, or apply the power gradually. For $n_0/n_*$ equal to 0.5, 0.2, 0.05 and 0.01, the computed peaks are 3.2, 4.0, 5.6 and 9.4 eV. A shorter off-time raises the residual density, if the afterglow is one in which electrons steadily disappear. With the original $n_0$, a linear power ramp lasting 20 $\mu$s lowers the peak from 5.7 to 3.7 eV, because the density can grow while the power is still low.

\textsc{Q.} When should I distrust these numbers?

\textsc{A.} The largest doubt concerns the Maxwellian. In the numerical case the temperature stays above the midpoint between $T_*$ and its peak for about 1.6 $\mu$s, whereas the electron--electron collision time at the peak is about 50 $\mu$s. These collisions are therefore far too slow to maintain a Maxwellian during the spike. The fast tail is in doubt even in the steady state: there a 20 eV electron collides inelastically after about 0.08 $\mu$s, while collisions with other electrons need about 1 $\mu$s to change its energy by $T_*$. Without a Maxwellian, $T$ can still stand for two thirds of the mean energy, but the rates depend on the actual distribution, and $T_*$, the peak height and the recovery may all change considerably. The numbers illustrate the mechanism; they do not predict the peak in a real discharge.

Constant absorbed power is also a condition. A generator set to constant output does not ensure it, since the absorbed fraction can depend on the electron density. If absorption is proportional to $n$ at first, the power per electron is limited and the spike may be much weaker. Some excess over $T_*$ remains whenever the density has to grow, because $G$ is positive only above $T_*$. The wall loss is also assumed to follow $T$ at once, although an ion stays in the plasma for a time of order $1/\nu_L$, which is 19 $\mu$s at $T_*$. This hardly affects the peak, where the walls take only about 5\% of the loss. That time is comparable to the 14.3 $\mu$s relaxation time, however, so the recovery time and the absence of ringing rest on this assumption and may not survive a delayed ion response. Finally, the model omits ionization from excited atoms, negative ions and gas heating, and it needs a residual plasma dense enough for quasineutrality and thin sheaths. If those conditions fail, the loss terms must be replaced before the peak is calculated.
